# Temple and Weinstein lower bounds for helium, and their slow convergence, part 2

How fast do lower bounds to the helium ground-state energy \(E_0\) converge in a Hylleraas basis? Hartree atomic units are used, with a fixed point nucleus, \(Z=2\), and singlet S functions:

\[
H=-\tfrac12\nabla_1^2-\tfrac12\nabla_2^2-\frac Z{r_1}-\frac Z{r_2}+\frac1u ,\qquad u=|\mathbf r_1-\mathbf r_2| .
\]

For a normalized \(\psi\) in the domain of \(H\), \(E=\langle\psi|H|\psi\rangle\) is the upper bound and \(\sigma^2=\|(H-E)\psi\|^2\) the variance. The number \(\beta=-2.5\) hartree, the second level without the repulsion \(1/u\), lies at or below all of the spectrum except \(E_0\). Weinstein's and Temple's bounds are

\[
E_0\ge E-\sigma\qquad\text{if }\sigma<\beta-E, \tag{1}
\]

\[
E_0\ge E_T=E-\frac{\sigma^2}{\beta-E}, \tag{3}
\]

the latter for \(E<\beta\). With \(p(\lambda)\) the probability measure of \(\psi\) on the spectrum, the upper error \(\varepsilon=E-E_0\) and the energy-weighted mean excitation energy \(W\) of the contamination are

\[
\varepsilon=\int(\lambda-E_0)\,dp,\qquad
W=\frac{\int(\lambda-E_0)^2\,dp}{\int(\lambda-E_0)\,dp}. \tag{5}
\]

Then \(\sigma^2=\varepsilon(W-\varepsilon)\), and Temple's error is

\[
E_0-E_T=\varepsilon\left(\frac{W-\varepsilon}{\beta-E}-1\right). \tag{7}
\]

Let \(s=r_1+r_2\) and \(t=r_1-r_2\); \(r_<\) and \(r_>\) are the smaller and larger of \(r_1,r_2\), and \(r_{12}=u\). The \(N\) basis functions are \(e^{-\alpha s}s^iu^kt^{2j}\) with \(i+k+2j\le\Omega\) and \(\alpha=2\ \text{bohr}^{-1}\). The Ritz vector minimizes \(E\) in this basis. For \(F(r_1,r_2,u)\), with subscripts denoting derivatives and \(D=\nabla_1^2+\nabla_2^2\),

\[
\begin{aligned}
DF={}&F_{11}+\frac2{r_1}F_1+F_{22}+\frac2{r_2}F_2+2F_{uu}+\frac4uF_u\\
&+\frac{r_1^2-r_2^2+u^2}{r_1u}F_{1u}+\frac{r_2^2-r_1^2+u^2}{r_2u}F_{2u}. 
\end{aligned}\tag{9}
\]

The variance is integrated numerically with the true function \(H\psi\), by Gauss quadrature.

### Computed convergence

Errors are measured from a variational energy of \(-2.903724377\) hartree. Its 166 functions contain the \(\Omega=8\) basis, one logarithmic function described below, and a second Hylleraas set with exponent 5 bohr\(^{-1}\). This reference is an upper bound too. Reducing the degree of the second set by one changes it by \(9\times10^{-10}\) hartree, or 0.3 per cent of the smallest \(\varepsilon\) in the table; this is a measure of sensitivity and not an error bound. Energies and \(W\) are in hartree.

| \(\Omega\) | \(N\) | upper error | Temple error | Weinstein error | \(W\) |
|---|---|---|---|---|---|
| 0 | 1 | 1.5e-1 | 4.3 | 9.0e-1 | 7.3 |
| 2 | 7 | 7.6e-4 | 3.7e-2 | 1.2e-1 | 20 |
| 4 | 22 | 1.1e-5 | 2.2e-3 | 3.0e-2 | 81 |
| 6 | 50 | 1.4e-6 | 4.8e-4 | 1.4e-2 | 141 |
| 8 | 95 | 2.8e-7 | 1.5e-4 | 7.7e-3 | 211 |

Weinstein's bound is certified from \(\Omega=2\) onward. At \(\Omega=1\) it just misses: \(\sigma=0.3881\) and \(\beta-E=0.3877\) hartree.

The last row can be followed by hand. The variance is \(5.99\times10^{-5}\) hartree\(^2\), and \(\beta-E=-2.5+2.903724=0.403724\) hartree. The Temple correction is

\[
\frac{5.99\times10^{-5}}{0.403724}=1.48\times10^{-4}\ \text{hartree},
\]

so that, up to quadrature and rounding errors, which were not enclosed by interval arithmetic,

\[
-2.903873\le E_0\le-2.903724\ \text{hartree}.
\]

The width is 4.04 meV. Weinstein's correction is \(\sigma=7.74\times10^{-3}\) hartree. From (7), the ratio of Temple's error to the upper error is \(211/0.4037-1\approx522\); for Weinstein's it is about 27,000.

Between \(\Omega=0\) and 8, \(W\) grows from 7 to 211 hartree. Weighted by its share of the energy error, the remaining contamination thus has a mean excitation energy far above the ionization threshold. The ordinary mean, weighted by probability alone, cannot exceed \(W\) and may be much smaller. The improving basis removes the contamination's low-energy part more effectively than its high-energy part, and the high-energy part is what the variance emphasizes.

### What the polynomials cannot represent

High excitation energy suggests structure at short distance. The place to look is the triple coalescence, where both electrons reach the nucleus. Let \(R^2=r_1^2+r_2^2\), and try to expand the ground state near \(R=0\) as

\[
\psi=\psi(0)\,(1+\psi_1+\psi_2+\cdots),
\]

where \(\psi_k\) is homogeneous of degree \(k\) in the coordinates. The ground state has no nodes, so \(\psi(0)\ne0\) is taken here. Let \(V=-Z/r_1-Z/r_2+1/u\). Multiplying \(H\psi=E_0\psi\) by \(-2\) and collecting degrees \(-1\) and 0 gives

\[
D\psi_1=2V,\qquad D\psi_2=2V\psi_1-2E_0 .
\]

From (9), \(Ds=2/r_1+2/r_2\) and \(Du=4/u\), so the first equation is solved by \(\psi_1=-Zs+u/2\). These are the nuclear and electronic cusps, and polynomials contain both terms.

With \(A=1/r_1+1/r_2=s/(r_1r_2)\), the second equation reads

\[
D\psi_2=2Z^2As-ZAu-\frac{2Zs}{u}+1-2E_0. \tag{10}
\]

The quadratic polynomials even in \(t\) are spanned by \(R^2\), \(r_1r_2\), \(u^2\) and \(su\). Equation (9) gives

\[
DR^2=Du^2=12,\qquad D(r_1r_2)=2\frac{r_1^2+r_2^2}{r_1r_2}=2As-4,
\]

\[
D(su)=3Au+\frac{4s}u-\frac{t^2A}u=3Au+\frac{8s}u-\frac{s^3}{u\,r_1r_2}.
\]

The last step used \(t^2=s^2-4r_1r_2\). The terms \(2Z^2As\) and the constants in (10) can be matched by \(r_1r_2\) and \(R^2\). The two terms linear in \(Z\) cannot. To see this, multiply (10) by \(u\,r_1r_2/s\). These two terms become even in \(u\), as does the contribution of \(c\,su\), while all the others become odd in \(u\). The even parts would have to satisfy

\[
-Z(u^2+2r_1r_2)=c\,(3u^2+8r_1r_2-s^2).
\]

The \(s^2\) term on the right has no partner: \(u^2\), \(r_1r_2\) and \(s^2\) are independent. It forces \(c=0\), and then the left side remains. No quadratic polynomial solves (10). The exponential factor does not help, since its expansion multiplied by polynomials again gives polynomials at each degree.

### A logarithm is also required

Even a non-polynomial homogeneous function of degree 2 does not suffice. Let \(h=\mathbf r_1\cdot\mathbf r_2=(R^2-u^2)/2\), for which \(Dh=0\). If \(f\) has degree 2 and \(Df=g\), Green's identity in a six-dimensional ball of radius \(R\) gives

\[
\int hg\,d\tau=\oint\left(h\,\partial_Rf-f\,\partial_Rh\right)dS=\oint\frac{2hf-2fh}{R}\,dS=0 .
\]

The source in (10) must pass this condition. Let \(\mu\) be the cosine of the angle between the electrons and \(\rho=r_</r_>\). Terms independent of \(\mu\) drop out, as \(h=r_1r_2\mu\). The multipole expansion of \(1/u\), together with \(u=(r_1^2+r_2^2-2r_1r_2\mu)/u\), gives the angular averages

\[
\overline{\mu/u}=\frac{r_<}{3r_>^2},\qquad
\overline{\mu u}=\frac{r_<}3\left(-1+\frac{\rho^2}5\right).
\]

Hence the average of \(\mu\) times the remaining source is

\[
-Z\left(A\,\overline{\mu u}+2s\,\overline{\mu/u}\right)
=\frac Z3(1+\rho)\left(1-2\rho-\frac{\rho^2}5\right),
\]

where \(s/r_>=1+\rho\). The factor \(r_1r_2\) from \(h\) and the volume factor \(r_1^2r_2^2\) combine to \(r_1^3r_2^3\). With \(r_<=R\sin\theta\), \(r_>=R\cos\theta\), the integral is a nonzero constant times

\[
\begin{aligned}
I&=\int_0^{\pi/4}\Big(\sin^3\theta\cos^3\theta-\sin^4\theta\cos^2\theta\\
&\qquad-\tfrac{11}5\sin^5\theta\cos\theta-\tfrac15\sin^6\theta\Big)d\theta\\
&=\frac1{24}-\left(\frac\pi{64}-\frac1{48}\right)-\frac{11}{240}-\left(\frac\pi{64}-\frac{11}{240}\right)\\
&=\frac{2-\pi}{32}\ne0 .
\end{aligned}
\]

The condition fails, so the homogeneous expansion fails at second order. The function \(h\ln R^2\) repairs it: in six dimensions \(D\ln R^2=8/R^2\) and \(2\nabla h\cdot\nabla\ln R^2=8h/R^2\), so \(D(h\ln R^2)=16h/R^2\), whose integral with \(h\) is positive. A suitable coefficient cancels the offending part.

The logarithm does not rescue the polynomials. After multiplication by \(u\,r_1r_2/s\), its source \(16h/R^2\) is odd in \(u\) and cannot enter the even equation that failed above. At order \(R^2\) the exact function therefore contains a logarithmic term and, besides it, a homogeneous part that is not a polynomial.

### Scaling of the three errors

Assume that a finite basis represents the wave function well beyond some hyperradius \(\varrho\) and misses the second-order structure inside it. The error \(\delta\) of the function is then of size \(\varrho^2\), up to logarithms, in a six-dimensional volume of size \(\varrho^6\). Each derivative costs a factor \(1/\varrho\). The kinetic terms dominate, since the Coulomb potential supplies only one power of \(1/\varrho\), and

\[
\varepsilon\sim\varrho^6\left(\frac{\varrho^2}{\varrho}\right)^2=\varrho^8,\qquad
\sigma^2\sim\varrho^6\left(\frac{\varrho^2}{\varrho^2}\right)^2=\varrho^6,\qquad
W\sim\varrho^{-2}. \tag{11}
\]

Eliminating \(\varrho\),

\[
\sigma^2\sim\varepsilon^{3/4},\qquad E_0-E_T\sim\varepsilon^{3/4},\qquad E_0-(E-\sigma)\sim\varepsilon^{3/8}.
\]

This is an estimate and not a proof, because it presumes where the error sits. The computed logarithmic slopes between \(\Omega=4\) and 8 are 0.736, 0.735 and 0.368, close to 0.75, 0.75 and 0.375. These are two-point slopes at one exponent. The variance slope up to \(\Omega=8\) ranges from 0.68 to 0.75 as the starting \(\Omega\) runs from 2 to 7, and between \(\Omega=4\) and 8 it is 0.75 at \(\alpha=1.7\), 0.74 at \(\alpha=2.5\) and 0.91 at \(\alpha=3\) bohr\(^{-1}\).

The position of the residual \((H-E)\psi\) gives separate evidence. Weighted with its square, the mean value of \(s\) first rises, from 1.00 bohr at \(\Omega=0\) to 1.20 at \(\Omega=2\), and then falls to 0.73 at \(\Omega=4\) and 0.46 at \(\Omega=8\). The electron density has a mean \(s\) of 1.86 bohr. From \(\Omega=4\) to 8 the residual length shrinks by a factor 0.64, while \(W^{-1/2}\), which (11) makes proportional to \(\varrho\), shrinks by \(\sqrt{80.7/211}=0.62\).

### What one logarithmic function changes

The \(\Omega=8\) basis was enlarged by the single function \(\mathbf r_1\cdot\mathbf r_2\ln(r_1^2+r_2^2)\,e^{-\alpha s}\). The variance fell from \(5.99\times10^{-5}\) to \(5.75\times10^{-5}\) hartree\(^2\), a factor of 1.04, and the upper error from \(2.84\times10^{-7}\) to \(2.79\times10^{-7}\) hartree. By comparison, the 25 functions added between \(\Omega=7\) and 8 reduce the variance by a factor of 1.76.

Adding the logarithm alone therefore removes little of the variance at this basis size. This does not measure its share of the missing structure. The logarithmic term and the non-polynomial homogeneous term solve (10) only together, so a basis that contains one without the other need not give it its exact coefficient, and their effects on the residual need not add. The result is compatible with the scaling estimate, which needs some missing structure of order \(R^2\) and does not depend on its being logarithmic. No function representing the homogeneous part was tried, alone or together with the logarithm, so the calculation does not show how far the complete second-order structure would lower the variance.

### Consequences for an implementation

The two-point slopes between \(\Omega=4\) and 8 translate into cost. When the upper error falls tenfold, Temple's error falls by \(10^{0.735}\approx5.4\) and Weinstein's by \(10^{0.368}\approx2.3\). To bring Temple's error from \(1.5\times10^{-4}\) to \(10^{-6}\) hartree, the upper error would have to fall by roughly \(150^{1/0.735}\approx900\), to about \(3\times10^{-10}\) hartree. This extrapolates the slope beyond the computed range and gives an order of magnitude. It also refers to the Ritz vector at \(\alpha=2\) bohr\(^{-1}\). Bound (3) holds for any admissible function with \(E<\beta\), so the floor may use a different vector from the upper bound. Maximizing \(E_T\) over the same 95 functions lowers Temple's error to \(6.7\times10^{-5}\) hartree, while the energy error of that vector rises to \(1.3\times10^{-6}\) hartree; the Ritz vector at \(\alpha=2.5\) bohr\(^{-1}\) gives \(4.0\times10^{-5}\) hartree.

A better \(\beta\) helps once. With the uncertified value \(-2.1428\) hartree, the \(\Omega=8\) Temple formula gives \(-2.903803\) instead of \(-2.903873\) hartree. A certified \(\beta\) cannot exceed the second level, which lies at or below \(-2.1459\) hartree; one near that limit would bring nearly the same gain, but the slope would remain. For the Ritz vector, improving the rate relative to \(\varepsilon\) requires a basis that slows the growth of \(W\); if the assumption behind (11) is right, this means representing the second-order structure at the triple coalescence, its logarithmic and its non-polynomial homogeneous part together. The logarithmic function was tried at \(\Omega=8\) only, where it lowered the variance by a factor of 1.04; its effect on the slope was not computed.

For the energy itself, report the upper bound. Report Temple's value as a floor, guaranteed up to the quadrature and rounding errors of \(E\) and \(\sigma^2\), together with the \(\beta\) used and the reason it is a lower limit. The numerical output lists all basis sizes.

## Calculated quantities

```
Z = 2, alpha = 2.0 1/bohr, beta = -2.500 hartree
reference: 166 functions, second exponent 5.0 1/bohr, degree <= 7
reference energy E_ref = -2.903724377 hartree
E_ref change, second set one degree less = 8.8e-10 hartree
second Ritz value (upper bound to E1) = -2.1428 hartree
without repulsion, Ritz values = -4.000000, -2.499981 hartree
Omega=0: <1/r12^2> = 2.666667 1/bohr^2
Energies in hartree; cert = Weinstein certified by sigma < beta-E
Omega   N   upper E       Temple        Weinstein   cert
  0     1  -2.75000000  -7.16666667  -3.800793  no
  1     3  -2.88772538  -3.27614989  -3.275800  no
  2     7  -2.90296574  -2.94051267  -3.025970  yes
  3    13  -2.90362710  -2.91148386  -2.959941  yes
  4    22  -2.90371351  -2.90588530  -2.933324  yes
  5    34  -2.90372033  -2.90472595  -2.923869  yes
  6    50  -2.90372299  -2.90420540  -2.917679  yes
  7    70  -2.90372376  -2.90398466  -2.913987  yes
  8    95  -2.90372409  -2.90387255  -2.911466  yes
Errors from E_ref and W in hartree, sigma^2 in hartree^2, s in bohr
Omega  upper     Temple    Weinstein sigma^2   W       <s>_res
  0   1.54e-01  4.26e+00  8.97e-01  1.10e+00    7.34  1.000
  1   1.60e-02  3.72e-01  3.72e-01  1.51e-01    9.43  1.161
  2   7.59e-04  3.68e-02  1.22e-01  1.51e-02   19.94  1.203
  3   9.73e-05  7.76e-03  5.62e-02  3.17e-03   32.60  0.822
  4   1.09e-05  2.16e-03  2.96e-02  8.77e-04   80.72  0.729
  5   4.05e-06  1.00e-03  2.01e-02  4.06e-04  100.28  0.622
  6   1.38e-06  4.81e-04  1.40e-02  1.95e-04  140.62  0.555
  7   6.14e-07  2.60e-04  1.03e-02  1.05e-04  171.64  0.505
  8   2.84e-07  1.48e-04  7.74e-03  5.99e-05  211.00  0.463
mean s of the density, Omega=8 = 1.859 bohr
error ratio Temple/upper, Omega=8 = 521.6
error ratio Weinstein/upper, Omega=8 = 27254
Slopes against ln(upper error), Omega 4 to 8:
  sigma^2 0.736, Temple error 0.735, Weinstein error 0.368
Omega=8 plus one log function: E = -2.903724098 hartree
  upper error = 2.79e-07 hartree, sigma^2 = 5.75e-05 hartree^2
  Temple = -2.90386653 hartree, <s>_res = 0.482 bohr
  sigma^2 reduced by factor 1.04; Omega 7 to 8 gives 1.76
Temple, Omega=8, beta = second Ritz value (not certified) = -2.90380286 hartree
Omega=8 bracket width upper-Temple = 1.485e-04 hartree = 4.040 meV
Omega=8 upper bound = -79.01436 eV, Temple = -79.01840 eV
```
